\section*{Periodic precursor pressure in a pulsed ampoule, part 1}

(Sections cited here and not found follow in the second part.)

\section{The cycle and its periodic pressure}

Q: My deposition reactor draws precursor vapour from a heated ampoule, one pulse per cycle. The vapour has no time to recover fully between pulses. Why does the pressure not run down, pulse after pulse, to nothing?

A: Because the two halves of the cycle respond to the pressure in opposite ways. A pulse takes a share of whatever vapour is present, so it takes less when the pressure is low. Evaporation is driven by the distance from saturation, so it returns more when the pressure is low. The pressure falls until loss and gain match. To find where that happens we need a rule for each half.

Q: Then begin with the pulse, and say which pressure you mean.

A: Inert carrier gas flows through the space above the liquid, the headspace, and carries vapour out. I write $p$ for the partial pressure of the precursor there. A gauge on the ampoule reads the total pressure, carrier included, which is a different quantity. Let $V$ be the headspace volume, $T$ its temperature, and $Q$ the volume of gas leaving per unit time, measured at the temperature and total pressure of the headspace. I assume an ideal gas, a headspace that stays well mixed during the pulse, carrier that arrives free of precursor, and, for now, no evaporation while the valves are open.

The headspace holds $pV/(RT)$ moles of precursor, with $R$ the gas constant. The outflow removes $Qp/(RT)$ moles per unit time. Hence
\begin{equation}
\frac{d}{dt}\left(\frac{pV}{RT}\right)=-\frac{Qp}{RT}
\quad\Longrightarrow\quad
\frac{dp}{dt}=-kp,\qquad k=\frac{Q}{V},
\end{equation}
since $V$ and $T$ are constant. Separating variables and integrating over the pulse time $t_p$ gives
\begin{equation}
\ln\frac{p_{\rm after}}{p_{\rm before}}=-kt_p
\quad\Longrightarrow\quad
p_{\rm after}=(1-f)\,p_{\rm before},\qquad f=1-e^{-kt_p}.
\label{eq:f}
\end{equation}
The removed fraction $f$ does not depend on the pressure, because the rate equation is linear in $p$.

Q: Why not simply $f=Qt_p/V$, the swept volume over the total volume?

A: That is the leading term for a short pulse, $1-e^{-kt_p}\approx kt_p$. Later in the pulse the outgoing gas has already been diluted by fresh carrier, so each further litre carries less precursor. The exponential accounts for this and keeps $f$ below one.

Q: Give me numbers.

A: Take a source at $348.15$ K with saturation pressure $1$ Torr, a total pressure of $10$ Torr, and a headspace of $120\ {\rm cm^3}$. The carrier flow is $50$ sccm, that is, $50\ {\rm cm^3}$ per minute counted at $0\,^\circ$C and 1 atm. At the lower pressure and higher temperature of the headspace the same gas occupies more volume:
\begin{equation}
Q=\frac{50}{60}\times\frac{760}{10}\times\frac{348.15}{273.15}\ {\rm cm^3/s}
=80.7\ {\rm cm^3/s}.
\end{equation}
Then $k=80.72/120=0.673\ {\rm s^{-1}}$. A pulse of $0.5$ s gives $f=1-e^{-0.336}=0.286$.

Q: Now the recovery. You will tell me it is exponential.

A: I will assume it here, and you may attack it afterwards. With the valves closed, let the vapour approach the saturation pressure $p_{\rm sat}$ at a rate proportional to the deficit:
\begin{equation}
\frac{dp}{dt}=\frac{p_{\rm sat}-p}{\tau}.
\label{eq:rec}
\end{equation}
This requires that condensed precursor is present throughout, that the temperature is steady, and that a single time constant $\tau$ suffices. Put $\Delta=p_{\rm sat}-p$. Since $p_{\rm sat}$ is constant, $d\Delta/dt=-dp/dt=-\Delta/\tau$, so $\Delta$ decays as $e^{-t/\tau}$. After the recovery time $t_r$,
\begin{equation}
p_{\rm sat}-p(t_r)=E\,(p_{\rm sat}-p_{\rm after}),\qquad E=e^{-t_r/\tau}.
\label{eq:E}
\end{equation}

Q: So $E$ is the recovered fraction?

A: No, it is the fraction of the deficit that remains. Complete recovery is $E=0$, and no recovery is $E=1$. The recovered fraction is $1-E$. With $\tau=3.84$ s, whose origin you will certainly question, and $t_r=3$ s, we have $E=e^{-3/3.84}=0.458$.

Q: Put the halves together.

A: Let $p_n$ be the pressure just before pulse $n$, with $n=0$ for the first. The pulse leaves $(1-f)p_n$. Inserting this as $p_{\rm after}$ in Eq.~\eqref{eq:E} gives
\begin{align}
p_{n+1}&=p_{\rm sat}-E\left[p_{\rm sat}-(1-f)p_n\right]\nonumber\\
&=p_{\rm sat}(1-E)+(1-f)E\,p_n .
\label{eq:map}
\end{align}
The last term is positive because two minus signs multiply: vapour left behind by the pulse reduces the deficit, and the deficit is what gets subtracted. A periodic state has $p_{n+1}=p_n=p^*$, so
\begin{align}
p^*-(1-f)E\,p^*&=p_{\rm sat}(1-E),\nonumber\\
p^*&=p_{\rm sat}\,\frac{1-E}{1-(1-f)E}.
\label{eq:star}
\end{align}
In the example,
\begin{equation}
p^*=1\ {\rm Torr}\times\frac{1-0.4578}{1-0.7144\times0.4578}
=\frac{0.5422}{0.6730}\ {\rm Torr}=0.806\ {\rm Torr},
\end{equation}
or $107$ Pa. Just after each pulse the pressure is $0.7144\times0.8057=0.576$ Torr.

Q: You have found a pressure that repeats if it ever occurs. That doesn't prove that my ampoule gets there.

A: True. The fixed point itself satisfies $p^*=p_{\rm sat}(1-E)+(1-f)Ep^*$. Subtract this from Eq.~\eqref{eq:map}; the constant terms cancel:
\begin{equation}
p_{n+1}-p^*=q\,(p_n-p^*),\qquad q=(1-f)E .
\end{equation}
Applying this $n$ times gives
\begin{equation}
p_n-p^*=q^n(p_0-p^*).
\label{eq:conv}
\end{equation}
Both factors of $q$ lie between 0 and 1, so $0\le q\le1$. If $q<1$, the difference vanishes as $n$ grows, whatever the starting pressure, and it never changes sign on the way. The periodic state is therefore unique and stable.

Q: And $q=1$?

A: A product of two numbers in $[0,1]$ equals one only if both are one. That means $f=0$ and $E=1$: nothing is removed and nothing evaporates. Every pressure then repeats, and Eq.~\eqref{eq:star} becomes $0/0$, as it should when there is no unique answer.

Q: How long does the ampoule remember an idle period?

A: After a long idle period $p_0=p_{\rm sat}$. To be within one percent of $p^*$ we need $q^n(p_{\rm sat}-p^*)<0.01p^*$. Taking logarithms and dividing by $\ln q$, which is negative and so reverses the inequality, gives
\begin{equation}
n>\frac{\ln\left[0.01\,p^*/(p_{\rm sat}-p^*)\right]}{\ln q}
=\frac{\ln(0.008057/0.1943)}{\ln 0.3270}=2.8 .
\end{equation}
At constant liquid temperature the pressure is therefore within one percent from $n=3$, the fourth pulse. Direct numerical integration of the two rate equations from a saturated headspace gives $1.0000$, $0.8692$, $0.8265$, $0.8125$ and $0.8079$ Torr before the first five pulses. After 40 cycles it has reached $0.8057$ Torr, and a start with no precursor vapour in the headspace ends at the same value. In this model the first pulse after the idle period is stronger than a periodic one by the factor $1/0.8057=1.24$.

Q: Suppose I have only such a log of partial pressures. Can I recover $f$ and $E$?

A: Within this model, yes. Setting $p_0=p_{\rm sat}$ in Eq.~\eqref{eq:map} gives $p_1=p_{\rm sat}(1-fE)$, so
\begin{equation}
fE=1-\frac{p_1}{p_{\rm sat}},\qquad
q=\frac{p_1-p^*}{p_{\rm sat}-p^*},
\end{equation}
the second relation being Eq.~\eqref{eq:conv} with $n=1$. Since $q=E-fE$, adding the two numbers gives $E$, and dividing $fE$ by $E$ gives $f$. The log above yields $fE=0.1308$ and $q=0.0635/0.1943=0.327$. Hence $E=0.458$ and $f=0.286$, the values we put in.

Q: Let me try to break the formula at its edges.

A: It helps to write the relative deficit first. Over the common denominator,
\begin{equation}
1-\frac{p^*}{p_{\rm sat}}
=\frac{1-(1-f)E-(1-E)}{1-(1-f)E}
=\frac{fE}{1-(1-f)E}.
\label{eq:def}
\end{equation}
The deficit vanishes when $E=0$, because every recovery is complete. It vanishes for $f\to0$ at fixed $E<1$, because nothing is taken. When $f=1$ each pulse empties the headspace, and $p^*=p_{\rm sat}(1-E)$, the result of one recovery from zero. When $E\to1$ at fixed $f>0$, the pressure does run down to zero. That is the case you feared at the start, and it requires that there be no evaporation at all.

Q: What if I pulse very rapidly and very gently?

A: Then $f\ll1$ and $t_r\ll\tau$, so $1-E\approx t_r/\tau$. The denominator of Eq.~\eqref{eq:star} is $(1-E)+fE\approx t_r/\tau+f$, where I dropped the product of the two small quantities. Thus
\begin{equation}
p^*\approx\frac{p_{\rm sat}}{1+f\tau/t_r}
\quad\Longleftrightarrow\quad
\frac{p_{\rm sat}-p^*}{\tau}\approx\frac{fp^*}{t_r}.
\end{equation}
If the pulses are also much shorter than the pauses, $t_p\ll t_r$, the right-hand form is a steady balance between evaporation and mean withdrawal. In this single-exponential model the pulses have then merged into a continuous draw.

Q: My film responds to the amount delivered, not to the pressure in the ampoule.

A: The pulse removes $fp^*$ of partial pressure, so the dose in moles is
\begin{equation}
N=\frac{fp^*V}{RT}
=\frac{0.2856\times107.42\ {\rm Pa}\times1.20\times10^{-4}\ {\rm m^3}}
{8.314\ {\rm J/(mol\,K)}\times348.15\ {\rm K}}
=1.27\times10^{-6}\ {\rm mol}.
\label{eq:dose}
\end{equation}
In the periodic state recovery lifts the pressure from $(1-f)p^*$ back to $p^*$, so the amount evaporated per cycle equals the amount delivered. This dose counts only the vapour swept out by the carrier. Recovery in the closed headspace also raises the total pressure, here by about 2 percent, and venting that excess when the valve opens delivers more. The vented share of the gas is about $fp^*/P$, with $P$ the total pressure, and the sweep then acts on what remains. For a mixed headspace at given $p^*$ the dose therefore rises by about $(1-f)p^*/P$, some 6 percent here.

Q: Then I double the carrier flow and double the dose.

A: You do not. Since $1-(1-f)E=1-E+fE$, the dose is proportional to $h(f)=f(1-E)/(1-E+fE)$. The quotient rule gives
\begin{equation}
\frac{dh}{df}=(1-E)\frac{(1-E+fE)-fE}{(1-E+fE)^2}
=\frac{(1-E)^2}{(1-E+fE)^2}.
\end{equation}
For $0<E<1$ this is positive but falls as $f$ grows: more removal gives more dose, with diminishing returns. Hold the pulse time, recovery time, total pressure and $\tau$ fixed, and double $Q$. Then $f$ rises to $1-0.7144^2=0.490$, a factor of $1.71$ rather than 2, because of dilution within the pulse. The periodic pressure falls to $0.7075$ Torr, a factor of $0.88$. The dose grows by $1.71\times0.88\approx1.5$.

Q: And if I insist on a given pre-pulse pressure?

A: Then choose the recovery time. Let $\rho=p^*/p_{\rm sat}$ be the wanted ratio, with $0<\rho<1$ and $f>0$. From $\rho[1-(1-f)E]=1-E$, collecting the terms in $E$ gives
\begin{equation}
E\left[1-(1-f)\rho\right]=1-\rho
\quad\Longrightarrow\quad
t_r=\tau\ln\frac{1-(1-f)\rho}{1-\rho}.
\end{equation}
The time grows without limit as $\rho\to1$, so full saturation cannot be demanded in a finite cycle. This rule holds for a single exponential with a known $\tau$, at fixed $f$.

\section{What the single exponential leaves out}

Q: I accept the algebra. My quarrel is with its ingredients. Remind me what we are carrying over.

A: The partial pressure before pulse $n$ is $p_n$, and $p_{\rm sat}=1$ Torr is its saturation value. A pulse of $t_p=0.5$ s at sweep rate $k=Q/V=0.673\ {\rm s^{-1}}$ removes the fraction $f=1-e^{-kt_p}=0.286$. A recovery of $t_r=3$ s leaves the fraction $E=e^{-t_r/\tau}=0.458$ of the deficit. The cycle and its periodic pressure are
\begin{equation}
p_{n+1}=p_{\rm sat}(1-E)+(1-f)Ep_n,\qquad
p^*=p_{\rm sat}\frac{1-E}{1-(1-f)E}=0.806\ {\rm Torr}.
\label{eq:recap}
\end{equation}
The headspace volume is $V=120\ {\rm cm^3}$ and the total pressure is $10$ Torr. The dose is $N=fp^*V/(RT)=1.27\ \mu$mol per pulse.

Q: You took $\tau=3.84$ s from thin air. Molecules leave a liquid surface far faster than that.

A: They can, so let us estimate that time first. Let $m$ be the molecular mass, $k_B$ Boltzmann's constant and $c$ the number density of the vapour. The number of molecules striking unit area per unit time follows from the Maxwell distribution of the velocity component $v$ towards the surface:
\begin{equation}
c\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/(2k_BT)}dv
=c\sqrt{\frac{k_BT}{2\pi m}}=\frac{c\bar v}{4},
\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m}} .
\end{equation}
The integral equals $k_BT/m$, and $\bar v$ is the mean speed. Suppose every molecule that strikes the liquid sticks. At saturation evaporation balances condensation, so the liquid emits what saturated vapour would deposit. The net gain is then proportional to $p_{\rm sat}-p$. For a column of height $L$ and cross-section $A=V/L$,
\begin{equation}
V\frac{dp}{dt}=A\frac{\bar v}{4}(p_{\rm sat}-p)
\quad\Longrightarrow\quad \tau_s=\frac{4V}{A\bar v}=\frac{4L}{\bar v}.
\end{equation}
The example has the molar mass of tetrakis(dimethylamido)hafnium, $354.8$ g/mol, which gives $\bar v=144$ m/s. With $L=6$ cm, $\tau_s=4\times0.06/144.1\ {\rm s}=1.7$ ms.

Q: So your $\tau$ is too long by a factor of two thousand!

A: It would be, if vapour filled the headspace as freely as in vacuum. Here it must diffuse through carrier gas. The surface exchange is so quick that the gas touching the liquid stays practically saturated, and diffusion up the column sets the pace. Even if one impact in a hundred led to sticking, the surface time would be $0.17$ s, still short compared with $3.84$ s; it would lengthen the slowest recovery time by about 4 percent. At one in a thousand the surface would no longer stay saturated.

With a fixed removed fraction and single-exponential recovery, the pre-pulse pressure settles to a unique, stable periodic value, $0.806$ Torr in the example, and surface exchange has proved far too fast to account for $\tau=3.84$ s. It remains to derive that time from diffusion through the carrier gas, and to see how the full diffusion problem, evaporation during the pulse and cooling of the liquid change the result.

Numbers in the example were calculated in double precision.
